Two Ballistic Point Contacts in Series and the Resistance of One

A narrow constriction in a two-dimensional electron gas, computed below, has a resistance of 6.453 kΩ. When a second, identical constriction is placed 720 nm behind it, the pair has a resistance of 6.453 kΩ. Adding resistances would have given 12.906 kΩ. The second constriction is as narrow as the first and blocks the same modes, yet it costs nothing.

**The counter-example: geometry and modes**

Take non-interacting electrons of effective mass m = 0.07 electron masses at Fermi energy E = 10 meV, in a channel along x. There is no magnetic field. The transverse potential is ½mω(x)²y², with level spacing ħω = 2 meV in the wide parts and 5 meV at the centre of a contact. Around a contact at x = 0,

ħω(x) = 2 meV + (3 meV) exp(−x²/ℓ²),  ℓ = 120 nm.

The wide channel continues on both sides and joins the reservoirs without reflection.

At fixed x the transverse states φₙ(y;x) have energies (n+½)ħω(x), n = 0, 1, 2, … . Write the wave function as ψ = Σₙ χₙ(x)φₙ(y;x). Its second derivative in x contains

χₙ″φₙ + 2χₙ′ ∂φₙ/∂x + χₙ ∂²φₙ/∂x².

The last two terms couple the modes and contain the rate at which ω changes. In the adiabatic approximation, valid for a sufficiently slow change, they are dropped. Each mode then moves independently:

−(ħ²/2m)χₙ″ + (n+½)ħω(x)χₙ = Eχₙ.

The width has become a potential barrier. At the centre of a contact its heights are 2.5, 7.5 and 12.5 meV for the first three modes. At 10 meV two modes pass over it and the third does not, so N = 2. In the wide region the levels are 1, 3, 5, 7, 9 and 11 meV, so M = 5 modes propagate there.

To see how sharply a contact separates open from closed modes, expand the barrier about its top: V(x) ≈ Vₙ − ½mωₓ²x². Differentiating the Gaussian twice gives

(ħωₓ)² = (ħ²/m)(n+½)(3 meV)(2/ℓ²).

With ξ = x√(mωₓ/ħ) and ε = (E−Vₙ)/ħωₓ, the wave equation is

χ″ + (ξ² + 2ε)χ = 0.

For large ξ try χ = ξˢ exp(iξ²/2). To leading orders χ″ = [−ξ² + i(2s+1)]χ, so i(2s+1) = −2ε and s = iε − ½. On the right there is just the transmitted wave B ξˢ exp(iξ²/2). On the left there are an incident wave of unit amplitude, proportional to exp(−iξ²/2), and a reflected wave A|ξ|ˢ exp(iξ²/2).

Now continue the transmitted form from positive to negative ξ along a large semicircle in the upper half-plane. It first decays and then, in the second quadrant, grows and dominates the other exponential, so its coefficient can be followed to the negative axis. There ξ = |ξ|exp(iπ), and

A = B exp(iπs) = −iB exp(−πε).

Flux conservation, |A|² + |B|² = 1, gives the transmission probability

Tₙ = |B|² = 1/[1 + exp(−2π(E−Vₙ)/ħωₓ)].

For the second mode ħωₓ = 0.825 meV. The Fermi energy lies 2.5 meV above its barrier top, so the exponent is 2π × 2.5/0.825 ≈ 19 and reflection is negligible. This parabolic estimate is meant near the barrier top. Farther away it can be wrong by several times: at 10 meV it gives a reflection of 5×10⁻⁹, while solving the one-mode equation with the Gaussian barrier gives about 3×10⁻⁸. Both are negligible here.

**From transmission to resistance**

A right-moving mode with velocity v has 2/(hv) states per unit length and energy, including spin. Multiplying by the charge and by v removes the velocity: each mode carries (2e/h)dE in an energy interval dE. If the left reservoir fills states up to an energy eV above the right one, and V is small, then

I = (2e²/h)TV,  R = (h/2e²)/T,

where T is the transmission probability summed over modes. This two-terminal resistance includes the junctions with the reservoirs. With h/(2e²) = 12.906 kΩ and T = 2, one contact has R = 12.906/2 = 6.453 kΩ. No open mode is reflected; the resistance is finite because two modes carry a limited current at a given voltage.

Now put the second contact in place. The electrons arriving there are in the two modes that the first has passed. In adiabatic motion they are still in those modes, and the second contact passes both. The current at fixed voltage is unchanged, and so is the resistance.

This argument has dropped mode coupling, so it was compared with a calculation that keeps it. The full wave equation was solved on a grid of 5 nm along x with 24 transverse states, including tunnelling and reflection above the barriers. At 10 meV it gives T = 2.000000 for one contact and 1.999999 for two; the last digit depends on the grid, and a more accurate discretization along x gives 2.000000 for two as well. Changing the separation to 735, 755 or 780 nm changes the propagation phases, but T stays within 8.1×10⁻⁷ of 2.

At eleven energies from 9.6 to 10.4 meV, the largest departure from 2 is 2.0×10⁻⁶ for one contact and 4.6×10⁻⁴ for two. The larger number, found at 9.6 meV, is the flank of a narrow resonance: modes closed at both contacts can be trapped between them, and weak coupling lets them affect the current. On this grid the resonance lies less than 0.001 meV below 9.6 meV and is about 3×10⁻⁵ meV wide; at its centre T falls to about 1. Its position depends on the grid: a more accurate discretization moves it up to about 9.615 meV, and the departure at 9.6 meV then falls below 10⁻⁶. The eleven energies also step over at least three more such dips inside the window, near 9.73, 10.02 and 10.15 meV on this grid, each about 6×10⁻⁵ meV wide and again reaching T ≈ 1; the more accurate discretization moves them up by 0.02 to 0.06 meV. The plateau value is therefore claimed only away from such resonances.

**The general statement**

Let contact a be followed by contact b. If everything that a transmits reaches b without backscattering and enters b without reflection, the pair has the transmission of a alone. For two identical contacts on a plateau, it suffices that the N transmitted modes arrive among the N modes that the second contact passes. The total resistance is then h/(2e²N).

For the proof, let s be the incident amplitudes and tₐ the transmission matrix of a. Let K carry right-moving amplitudes across the middle and K′ carry left-moving amplitudes back. There is no backscattering inside the middle, so K is unitary. Let r_b be the reflection matrix of b, and rₐ′ that of a seen from the middle. The right-moving amplitudes c just behind a are those newly transmitted plus those returning after a round trip:

c = tₐs + rₐ′K′r_bKc.

The assumption is r_bKtₐ = 0. Then c = tₐs solves the equation, because its round-trip term vanishes. If a perfectly trapped state exists, it can be added to this solution, but it sends no current out. The total transmission matrix is therefore

t = t_bKtₐ.

Flux conservation at b reads t_b†t_b + r_b†r_b = 1. Hence

t†t = tₐ†K†(1 − r_b†r_b)Ktₐ = tₐ†K†Ktₐ = tₐ†tₐ.

The second equality uses r_bKtₐ = 0, and the third uses K†K = 1. The trace gives T_total = Tₐ, which proves the statement.

The proof permits mixing among the N open modes. It forbids transfer into modes that b reflects. The condition is sufficient, not necessary: an isolated resonance may also give full transmission.

For unlike plateau contacts joined adiabatically, each mode must be open at both. If the modes are ordered by energy, the total transmission is min(Nₐ,N_b). Replacing the second contact by one with a spacing of 8 meV puts its first two barriers at 4 and 12 meV, so it passes one mode. The computed total is 1.000013, against the adiabatic value 1.

**Why a plateau is needed**

Identical contacts do not satisfy the theorem if each partly reflects the mode it receives. Consider one mode, with probabilities T₁ and T₂ of transmission and R₁ = 1−T₁ and R₂ = 1−T₂ of reflection. Each round trip multiplies the amplitude by √(R₁R₂)exp(iθ), where θ includes propagation and reflection phases. Summing the geometric series of paths and squaring gives

T = T₁T₂/|1 − √(R₁R₂)exp(iθ)|².

If R₁ = R₂ = 0, the phase disappears. This shows why phase coherence is not needed on the plateau: phase randomization that leaves mode and direction unchanged cannot alter a probability of one.

With partial reflection the phase matters. To average over θ, expand 1/(1−q exp(iθ)) = Σⱼqʲexp(ijθ), where q = √(R₁R₂). In the squared magnitude, terms with unequal powers average to zero, leaving Σⱼq²ʲ = 1/(1−R₁R₂). Thus

⟨T⟩ = T₁T₂/(1−R₁R₂).

Since 1−R₁R₂ = T₁+T₂−T₁T₂, taking the reciprocal gives

1/⟨T⟩ − 1 = (1/T₁ − 1) + (1/T₂ − 1).

The quantity that adds is 1/T−1, the part due to reflection. The remaining 1, the resistance of a perfect single mode in units of h/(2e²), is counted once. For equal contacts ⟨T⟩ = T₁/(2−T₁).

Lowering the Fermi energy to 7.5 meV, with the geometry fixed, puts it at the top of the second mode's barrier. One contact then has T = 1.5132: the first mode contributes 1, and the second 0.5132. The series law predicts a phase-averaged total of

1 + 0.5132/(2−0.5132) = 1.345.

The wave calculation, averaged over 70 separations from 720 to 1065 nm in steps of 5 nm, gives 1.348. These totals correspond to 8.53 kΩ for one contact and 9.57 kΩ for the pair, the latter obtained from the mean conductance. The pair is more resistive than one contact but far from twice as resistive.

At individual separations the total ranges from 1.119 to 1.998. The formula explains both ends. For equal contacts, destructive interference gives T = [T₁/(2−T₁)]² = 0.119 for the second mode, and constructive interference gives 1. Adding the first mode gives 1.119 and 2. Near the upper end the pair has a resistance of 6.46 kΩ, less than the 8.53 kΩ of one contact. Here coherence matters, and it can act in either direction.

This energy is also a sensitive place to check the numerical solution. Halving the grid step changes the single-contact T by 3.4×10⁻⁴, and increasing the basis from 24 to 36 states changes it by 7.9×10⁻⁷.

On an ideal plateau such an excess over one contact is impossible. If each contact has N perfectly open modes and no others, every path to the far side passes through the N open modes of b. The matrix t then has at most N nonzero singular values, and flux conservation limits each to one. Hence T ≤ N, and the pair cannot conduct better than one contact. A real plateau is only nearly ideal, because the closed modes tunnel weakly. Towards its upper end, a state of the third mode trapped between the contacts can then give a narrow peak: on the 5 nm grid the pair reaches T = 2.96 near 11.77 meV, where one contact has 2.01. A more accurate discretization moves this peak up by about 0.08 meV and brings its height close to 3.

**What restores the second resistance**

Let the contacts remain perfect for N modes, but let each crossing of the middle redistribute electrons at random among its M modes, without reversing their direction. An electron reaching a contact from the middle then passes with probability p = N/M and is reflected with probability 1−p. Interference is assumed to average out, which is a leading-order description for many modes.

An electron that has entered through the first contact can leave through the second at once, or after two reflections, four reflections, and so on. Its total probability of doing so is

p[1 + (1−p)² + (1−p)⁴ + …] = p/[1−(1−p)²] = 1/(2−p).

The last step uses 1−(1−p)² = p(2−p). Since N modes enter,

T_total = N/(2−N/M),

R = (h/2e²)(2/N − 1/M).

For M = N there are no other modes to enter, and the resistance is that of one contact. For M much larger than N it approaches twice that value. The doubling thus comes from spreading the electrons over many modes, most of which the second contact rejects.

The law was tested with random unitary matrices for the two directions of crossing, chosen independently and averaged over 120 pairs. For N = 20 and M = 40 the mean transmission was 13.385, against 13.333 from the law. For M = 80 it was 11.441, against 11.429. Each sample was fully coherent, so coherence by itself does not preserve the one-contact result. In a static guide without a magnetic field the two directions are not independent: one matrix is the transpose of the other. The means are then slightly lower, about 13.2 and 11.25, an interference correction that the law leaves out.

A second case uses the original contacts at 10 meV, with 30 static impurities in the central 240 nm of the wide region. Each is a point potential of strength 1000 meV nm², with random position and sign. The grid step and the 24 transverse states give it a finite size, on which the scattering it causes depends. Scattering is elastic and coherent, but it changes modes and can reverse the motion. Over 20 arrangements, the mean transmission of the pair falls from 2 to 1.015, with a standard error of 0.077.

This number is close to the value 1 expected from two added contact resistances, but the agreement must not be overread, because the impurities also have a resistance of their own. Without the contacts, the same impurities in the wide channel give a mean transmission of 2.189 out of five modes. If mixing is complete between all three obstacles, the reflection rule found above applies to the average probability per wide mode, T/M:

M/T_total − 1 = 2(M/N − 1) + (M/T_imp − 1).

Dividing by M and collecting terms,

1/T_total = 2/N − 2/M + 1/T_imp = 1 − 0.4 + 0.457 = 1.057.

This gives T_total = 0.95, near the computed 1.015, but 20 arrangements are too few to test the formula. A further 240 give a mean of 0.99 with a standard error of 0.02, about two standard errors above the 0.94 that the formula gives with their own impurity transmission of 2.16. These values depend on the basis: for the same 100 arrangements, 36 transverse states instead of 24 lower the impurity transmission from 2.14 to 2.01 and that of the pair from 1.01 to 0.96. With so few modes the formula is only a rough estimate. It indicates that the near-doubling here combines mode mixing with impurity backscattering.

**What a voltmeter between the contacts shows**

Suppose a probe in the middle absorbs a fraction f of the electrons on their way between the plateau contacts and returns them equally towards both sides. Let G₁ = (2e²/h)N, with the left reservoir at voltage V, the right one at zero and the probe at V_p. A voltmeter draws no net current, so

fG₁(V−V_p) + fG₁(0−V_p) = 0.

For f > 0 this gives V_p = V/2, whatever the size of f. The current leaving the left reservoir has a direct part and a part through the probe:

I = (1−f)G₁V + fG₁(V−V/2) = G₁(1−f/2)V.

Hence R = R₁/(1−f/2), where R₁ = 1/G₁. At f = 1 the middle acts as a reservoir, and the total is 2R₁. As f tends to zero, the total tends to R₁, although the probe still reads half the voltage.

Dividing the voltage across one contact by the current then gives R₁/2, not R₁. A contact measured alone stands between two reservoirs, each of which fills all the modes leaving it. In the series arrangement the middle is not such a reservoir: its right-moving and left-moving open modes are filled from opposite ends. The resistance measured for an isolated contact therefore cannot be assigned to it again in this new setting.

**Size of the effect in a real electron gas**

The parameters lie in the rough regime of gate-defined contacts in a GaAs electron gas. The mass is close to the usual band mass, and the density, 2.9×10¹¹ cm⁻², and the assumed mobility, 10⁶ cm²/Vs, are of ordinary size for good samples. The smooth channel with just five modes between the contacts is more special. If the contacts instead open into a broad region, electrons can spread into many more modes or leave sideways, and the result for one contact need not survive.

Even in the guided geometry, real material scatters electrons. With Fermi wavelength λ = 46.4 nm, the mobility μ gives the momentum mean free path

l = ħ(2π/λ)μ/e = 8.9 μm.

Over 720 nm the scattered fraction is f = 1−exp(−0.72/8.9) = 0.078. If each such event randomizes the direction as the probe does, the resistance rises by 1/(1−0.0388)−1 = 4.0%, from 6.45 to about 6.71 kΩ. This uses the full Fermi velocity; the guided modes move more slowly along x and spend longer between the contacts, which brings the rise to about 5%.

Mobility gives little weight to small-angle scattering, which can nevertheless change the mode. If the path between all scattering events is ten times shorter, a rough assumption, then f = 0.554. Putting this f into the probe formula, which treats the scattered electrons as fully randomized, gives a rise of 38%, to about 8.9 kΩ. This is pessimistic for small deflections within the probe model, but it identifies disorder as the main threat to the ideal result among the effects sized here.

Temperature matters much less in this example. At 1 K the thermal energy is 0.086 meV, while the nearest plateau edge is 2.5 meV away; the Fermi factor at that distance is 2.5×10⁻¹³. A dimensional estimate of the electron–electron scattering length, ħv_F E/(k_BT)² with v_F the Fermi velocity and numerical and logarithmic factors omitted, is about 200 μm, far longer than the separation.

For a device meant to show the one-contact resistance, the conditions are therefore a Fermi energy well inside a plateau, a smooth guided passage, and a separation short compared with the distance over which electrons change mode or direction. The values used here are collected in the numerical output below.

Values computed for the example and the checks

```
Effective mass: 0.07 electron masses
Fermi energy: 10.0 meV
Electron density: 2.92e+11 cm^-2
Fermi wavelength: 46.4 nm
Level spacing, contact: 5.0 meV
Level spacing, wide region: 2.0 meV
Taper length: 120 nm
Contact separation: 720 nm
Open modes N in a contact: 2
Open modes M between contacts: 5
T, one contact: 2.000000
T, two contacts: 1.999999
Energy window: 9.6 to 10.4 meV
Largest |T-N| in window, one: 2.0e-06
Largest |T-N| in window, two: 4.6e-04
Largest |T-N|, other separations: 8.1e-07
h/(2e^2): 12.9064 kOhm
Resistance, one contact: 6.4532 kOhm
Resistance, two contacts: 6.4532 kOhm
Resistance, full randomization: 12.9064 kOhm
Probe voltage / applied voltage: 0.500
Unlike contact spacing: 8.0 meV
Unlike contact open modes: 1
T, unlike pair: 1.000013
Riser energy: 7.50 meV
Barrier energy hbar omega_x: 0.825 meV
Riser T, one contact: 1.5132
Riser T, two, mean over separation: 1.3484
Riser T, two, phase-average law: 1.3452
Riser T, two, minimum: 1.1192
Riser T, two, maximum: 1.9980
Riser T shift, half grid step: 3.4e-04
Riser T shift, 36 basis states: 7.9e-07
Mixing N=20, M=40: T=13.385, law=13.333
Mixing N=20, M=80: T=11.441, law=11.429
Impurities: 30 in 240 nm length
Impurity strength: 1000 meV nm^2
Impurity samples: 20
Mean T, impure wide wire alone: 2.189
Mean T, impure region and contacts: 1.015
Standard error of that mean: 0.077
Temperature: 1.0 K
Thermal energy: 0.0862 meV
Distance to plateau edge: 2.50 meV
Thermal tail at plateau edge: 2.5e-13
Mobility, rough: 1.0e+06 cm^2/Vs
Momentum mean free path: 8922 nm
Randomized fraction f: 0.078
Estimated resistance rise: 4.0 %
Small-angle path, rough: 892 nm
Pessimistic fraction f: 0.554
Pessimistic resistance rise: 38 %
Electron-electron path scale: 199 um
```
